# Why a self-consistent single-site impurity can miss the Friedel sum rule

**Q:** I have put an impurity with one extra valence electron into a metallic crystal and iterated its potential until input and output agree. The host potential is fixed. Since the calculation is self-consistent, the impurity must have drawn in one electron, so the Friedel sum rule holds. Why should I check it?

**A:** Which charge did you converge, that of the impurity site or that of the whole crystal?

**Q:** The impurity site. That is where the potential changed.

**A:** The potential changed there, but the wave functions changed elsewhere too. The sum rule concerns the total number of displaced electrons, \(\Delta N\), at the host's Fermi level \(E_F\). It says \(\Delta N=\Delta Z\), where \(\Delta Z\) is the valence difference. We need a model in which both charges can be calculated.

Take one s-type muffin-tin orbital per site, two equal spins and zero temperature. The potential function of site \(i\) is \(P_i(E)=(E-C_i)/\gamma\), with band centre \(C_i\) and a width parameter \(\gamma\) common to all sites. With structure constants \(S_{ij}\), the orbital amplitudes obey

\[
\sum_j\,[P_i(E)\delta_{ij}-S_{ij}]\,u_j=0 .
\]

Multiplication by \(\gamma\) gives \(\sum_j[E\delta_{ij}-H_{ij}]u_j=0\), with \(H_{ij}=C_i\delta_{ij}+\gamma S_{ij}\). Put the host's band centre at zero and call its Hamiltonian \(H_0\). A perturbed site has \(C_i=v_i\), so \(H=H_0+v\) with diagonal \(v\). A negative \(v_i\) attracts electrons.

**Q:** How do I get the charge of the whole crystal if I know the potential change on one site?

**A:** From the Lloyd formula. Let \(G=(z-H)^{-1}\) and \(G_0=(z-H_0)^{-1}\). For a large finite crystal with levels \(\varepsilon_n\),

\[
\frac{d}{dz}\ln\det(z-H)=\sum_n\frac{1}{z-\varepsilon_n}=\mathrm{Tr}\,G .
\]

Factorize \(z-H=(z-H_0)(1-G_0v)\), take the logarithm of the determinant, and subtract the host term:

\[
\mathrm{Tr}(G-G_0)=\frac{d}{dz}\ln\det(1-G_0v).
\]

Just above the real axis, \(\mathrm{Im}\,(E-\varepsilon_n+i0)^{-1}=-\pi\delta(E-\varepsilon_n)\). Counting levels up to \(E_F\), with a factor 2 for spin, therefore gives

\[
\Delta N=-\frac{2}{\pi}\,\mathrm{Im}\int_{-\infty}^{E_F}\mathrm{Tr}(G-G_0)\,dE
=-\frac{2}{\pi}\,\mathrm{Im}\ln\det[1-G_0(E_F+i0)v].
\]

The lower limit contributes nothing because the determinant tends to 1 at large \(|z|\). It has no zeros in the upper half-plane, since \(H\) has real eigenvalues. The branch of the logarithm is thus fixed by following the phase from \(E_F+i\infty\) down to \(E_F\).

Where \(v_j=0\), column \(j\) of \(1-G_0v\) is a column of the unit matrix. The determinant therefore reduces to the block of perturbed sites. It is small, but it came from a trace over all sites.

In muffin-tin language \(\Delta P=-v/\gamma\), and \(g^{P}=(P_0-S)^{-1}=\gamma G_0\). Hence \(\det(1+\Delta P\,g^{P})=\det(1-vG_0)=\det(1-G_0v)\), the same quantity.

**Q:** And the charge on one site?

**A:** Keep one diagonal element instead of the trace. At large \(|z|\), \((G-G_0)_{ii}\) falls as \(v_i/z^2\), so the energy path may be turned onto the vertical line \(z=E_F+iy\), traversed downwards. Then \(\int dE\) becomes \(-i\int_0^\infty dy\), and \(\mathrm{Im}(-iF)=-\mathrm{Re}\,F\) gives

\[
\delta n_i=\frac{2}{\pi}\int_0^\infty \mathrm{Re}\,(G-G_0)_{ii}(E_F+iy)\,dy ,\qquad \sum_{\text{all }i}\delta n_i=\Delta N .
\]

Now perturb site 0 alone and write \(g=(G_0)_{00}\). The Dyson equation \(G=G_0+G_0vG\) gives \(G_{0j}=(G_0)_{0j}+g v_0G_{0j}\), so \(G_{0j}=(G_0)_{0j}/(1-v_0g)\). Substituting this into the \(jj\) element,

\[
(G-G_0)_{jj}=(G_0)_{j0}\,\frac{v_0}{1-v_0g}\,(G_0)_{0j}.
\]

This is nonzero on neighbours whose potentials have not changed. Your self-consistency condition, in its simplest Hartree form, is

\[
v_0=U(\delta n_0-\Delta Z),
\]

where \(U\) is the repulsion energy on the site. It contains \(\delta n_0\), but not the neighbours' charge \(\Delta N-\delta n_0\).

**Q:** That charge could be negligible.

**A:** Let us calculate it for a simple cubic crystal with round parameters: nearest-neighbour hopping \(-1\) eV, lattice constant \(a=3\) angstrom, \(E_F=-1\) eV, \(U=10\) eV and \(\Delta Z=1\). The host holds 0.714 electrons per site, neutralized by its ionic charge. Self-consistency on the impurity site gives \(\delta n_0=0.771\) and \(v_0=10(0.7708-1)=-2.292\) eV. The Lloyd charge is \(\Delta N=0.589\).

All other sites of the crystal, summed, have lost \(0.771-0.589=0.182\) electrons; this is a net figure, not the charge of any one shell. The shortfall of 0.411 consists of 0.229 missing on the impurity site and 0.182 missing around it.

**Q:** Then the culprit is my finite \(U\), which leaves the impurity site charged. If I force that site to be neutral, the sum rule should follow.

**A:** Setting \(\delta n_0=1\) requires \(v_0=-3.741\) eV. The Lloyd charge is then 0.770, so the other sites together have lost 0.230 electrons. Local neutrality and the Friedel rule are different conditions.

We can also exclude every positive \(U\) for this host and this \(\Delta Z\). The grand potential is a minimum over states of an expression linear in \(v_0\), hence concave in \(v_0\). Its derivative is the site occupation, which therefore cannot increase when \(v_0\) is raised. Consider the possible single-site solutions:

- If \(v_0>0\), then \(\delta n_0\le0\), and \(U(\delta n_0-1)\) is negative, a contradiction.
- If \(v_0<-3.741\) eV, then \(\delta n_0\ge1\), and \(U(\delta n_0-1)\) is not negative, again a contradiction.

So \(v_0\) lies between \(-3.741\) eV and zero. The Lloyd charge is monotonic as well:

\[
\frac{d\Delta N}{dv_0}=\frac{2}{\pi}\,\mathrm{Im}\,\frac{g}{1-v_0g}=\frac{2}{\pi}\,\mathrm{Im}\,G_{00}(E_F+i0)\le0 .
\]

Anywhere in that interval it cannot exceed its value at the lower end, 0.770. In another host the charges on and around the impurity might happen to add up to \(\Delta Z\), but the single-site equation does not demand it.

**Q:** Could I drop that equation and tune \(v_0\) until the Lloyd charge is 1?

**A:** By the same monotonicity, you would have to go below \(-3.741\) eV, in fact to \(v_0=1/\mathrm{Re}\,g(E_F)=-10.2\) eV, where \(1-v_0g\) is purely imaginary and its phase is \(-\pi/2\). The impurity would then hold at least its full extra electron and still have an attractive potential, which its own electrostatics does not supply. You would have imposed the answer with the wrong potential.

**Q:** Then what makes the sum rule true in a real metal?

**A:** The long range of the Coulomb interaction, together with the freedom of all sites to respond. Start with a weak perturbation of the full crystal. To first order \(\ln\det(1-G_0v)=-\mathrm{Tr}\,G_0v\), so

\[
\Delta N=\frac{2}{\pi}\,\mathrm{Im}\,g(E_F+i0)\sum_i v_i=-D\sum_i v_i ,\qquad D=-\frac{2}{\pi}\,\mathrm{Im}\,g(E_F+i0).
\]

Here \(D\) is the host's density of states per site, both spins included. For wave vector \(\mathbf q\), write the linear response as \(\delta n(\mathbf q)=-\chi(\mathbf q)v(\mathbf q)\). The result just found means \(\chi(\mathbf q\to0)=D\).

Let \(W_{ij}\) be the electrostatic energy between unit charges on sites \(i\) and \(j\). In atomic units \(W_{ii}=U\) and \(W_{ij}=1/R_{ij}\) for \(i\ne j\). The impurity's extra nuclear charge is a point source on the lattice, with Fourier transform \(\Delta Z\) at every \(\mathbf q\), so

\[
v(\mathbf q)=W(\mathbf q)[\delta n(\mathbf q)-\Delta Z].
\]

Insert this into the response and collect \(\delta n\) on the left, \((1+\chi W)\,\delta n=\chi W\Delta Z\):

\[
\frac{\delta n(\mathbf q)}{\Delta Z}=\frac{\chi(\mathbf q)W(\mathbf q)}{1+\chi(\mathbf q)W(\mathbf q)} .
\]

As \(q\to0\), the left side becomes \(\Delta N/\Delta Z\). The lattice sum in \(W(\mathbf q)\) is then dominated by large distances and approaches \(\Omega^{-1}\int e^{-i\mathbf q\cdot\mathbf r}r^{-1}d^3r=4\pi/(\Omega q^2)\), where \(\Omega=a^3\). It diverges, \(D\) is finite, and the ratio tends to 1.

**Q:** An extra electron's worth of nuclear charge is hardly weak.

**A:** Near the impurity it is not, but the potential far away is. Suppose that a fully relaxed metal kept a net charge \(Q=\Delta N-\Delta Z\) around the impurity. At large \(R\) the potential would be \(Q/R\), small and slowly varying, and each site would respond with \(-DQ/R\) electrons. A shell of thickness \(dR\) contains \(4\pi R^2dR/\Omega\) sites. The induced charge out to \(R\) would grow as \(R^2\), contradicting the assumed finite charge. Hence \(Q=0\). The argument needs \(D>0\); it says nothing about an insulator.

Your single-site solution violates this logic at the first neighbour. The impurity site has net charge \(-0.229\), counted in electrons. The Coulomb energy at nearest-neighbour distance is 4.80 eV, so that charge alone would shift each neighbour by \(4.80\times(-0.229)=-1.10\) eV. You kept that shift at zero.

**Q:** So I should relax the neighbours as well. What are the equations?

**A:** Choose a cluster \(\mathcal C\) of sites around the impurity and let their potentials obey

\[
v_i=\sum_{j\in\mathcal C}W_{ij}\,(\delta n_j-\Delta Z\,\delta_{j0}),\qquad i\in\mathcal C .
\]

Outside \(\mathcal C\) the potential stays at its host value. Charge displaced there is counted by the Lloyd formula but omitted from this electrostatic sum. The sum rule is nowhere imposed.

Newton's method needs the response of the charges. Differentiating \((z-H)G=1\) gives \(dG=G\,dv\,G\), so

\[
K_{ij}=\frac{\partial\delta n_i}{\partial v_j}=\frac{2}{\pi}\int_0^\infty\mathrm{Re}\,[G_{ij}G_{ji}]\,dy .
\]

If \(F\) is the left side minus the right side of the potential equation, its Jacobian is \(1-WK\), and the correction \(\delta v\) solves \((1-WK)\delta v=-F\).

The solution is unique when \(W\) is positive definite, as it is for the clusters used here. The difference \(d\) of two solutions would satisfy \(d^{T}W^{-1}d=d^{T}(\delta n-\delta n')\). The left side is positive unless \(d=0\), while concavity of the grand potential makes the right side non-positive.

**Q:** How many shells should I expect to need?

**A:** A local Thomas-Fermi estimate supplies a length. Replace the cluster by a sphere of radius \(R\) in which the electron density changes by \(-(D/\Omega)v\). Poisson's equation for the electron's potential energy is \(\nabla^2v=-4\pi\times\)(density change), hence

\[
\nabla^2v=\kappa^2v,\qquad \kappa^2=\frac{4\pi D}{\Omega}.
\]

With \(u=rv\), this becomes \(u''=\kappa^2u\). The extra nuclear charge requires \(u(0)=-\Delta Z\). Outside the sphere no charge is induced in this estimate, so \(v=Q/r\) and \(u=Q\) is constant. Continuity of \(v\) and its slope then gives \(u'(R)=0\) and \(u(R)=Q\). The solution is

\[
u(r)=-\Delta Z\,\frac{\cosh\kappa(R-r)}{\cosh\kappa R},\qquad
\frac{\Delta Z-\Delta N}{\Delta Z}=\frac{1}{\cosh\kappa R}.
\]

To use eV and angstrom, restore the Coulomb constant, \(4.80\times3=14.4\) eV angstrom. With \(D=0.2863\) per eV,

\[
\kappa=\sqrt{4\pi(0.2863)(14.4)/27}=1.385\ \text{per angstrom}.
\]

A sphere with the volume of \(n\) cells has \(R=a(3n/4\pi)^{1/3}\). The estimate gives a missing charge of 0.15 for one site and 0.014 for seven. The screening length \(1/\kappa=0.72\) angstrom is only a quarter of the lattice constant, so the continuum picture is outside its proper range here. It suggests that most of the screening is done within about one shell, but its numbers are not predictions: the same local response on a single lattice site leaves \(1/(1+UD)=0.26\) missing, not 0.15.

**Q:** And the actual clusters?

**A:** Here are the charges, in electrons:

| shells | sites | cluster charge | Lloyd \(\Delta N\) |
|---:|---:|---:|---:|
| 0 | 1 | 0.771 | 0.589 |
| 1 | 7 | 0.982 | 0.943 |
| 2 | 19 | 1.013 | 0.955 |
| 3 | 27 | 1.008 | 1.016 |
| 4 | 33 | 1.002 | 1.021 |
| 5 | 57 | 0.998 | 1.030 |
| 6 | 81 | 1.000 | 0.998 |
| 7 | 93 | 1.000 | 0.998 |
| 8 | 123 | 0.999 | 1.019 |
| 9 | 147 | 1.000 | 1.011 |
| 10 | 171 | 1.000 | 1.007 |

The first shell reduces the shortfall from 0.411 to 0.057, by about a factor of seven. The charge then overshoots, comes within 0.003 of the valence difference at six and seven shells, and departs again to 1.019 at eight.

**Q:** I would have stopped at six shells and called it converged.

**A:** The next rows show why one close value is not enough. Between six and ten shells the residual stays below 0.02 electrons, that is, 2% of \(\Delta Z\); the table sets no bound for larger clusters. These rows do not establish a smooth law of decay.

The third column shows where the residual sits. From six shells on, the cluster's own charge agrees with \(\Delta Z\) to about 0.001. At eight shells the other 0.019 electrons lie outside the cluster, where no potential has been allowed to respond. The Thomas-Fermi estimate has no such charge, because its response is local. Its one-shell value, 0.014, lies near the cluster deficit of 0.018, but little should be read into that: the estimate does not contain \(U\), it cannot give the cluster's excess of 0.013 at two shells, and it fails to describe the later Lloyd values. I would conjecture that their changes of sign reflect Friedel oscillations cut off at different cluster boundaries; this calculation does not isolate that cause.

**Q:** Does the impurity potential wander in the same way?

**A:** No. It moves from \(-2.292\) eV for the single site to \(-1.905\) eV with one relaxed shell, and then settles at \(-1.894\) eV. In hartree, the single-site and largest-cluster values are \(-0.084\) and \(-0.070\). A steady impurity potential is therefore no proof that the total charge has converged.

The charge on the impurity site falls from 0.771 to 0.650 while the total rises. In the largest cluster each of the six nearest neighbours has a potential of \(-0.221\) eV and gains 0.045 electrons, about 0.27 together. In the single-site solution the surroundings had lost charge. Much of the screening belongs on the neighbours, and the single-site calculation gave them no potential with which to hold it.

**Q:** Perhaps any interaction would do, as long as I relax enough sites.

**A:** That can be tried. Keep \(U\) on every site but remove the Coulomb energy between sites. For \(\Delta Z=1\), the Lloyd charge is 0.589 with one site, 0.750 with seven, 0.743 with 33 and 0.734 with 123. More sites do not bring it to 1.

The linear formula, derived for a weak impurity, shows that in that limit the charge stays below \(\Delta Z\) even when the whole crystal relaxes; for \(\Delta Z=1\) it fixes neither a bound nor a value, and the evidence is the cluster results just quoted. Now \(W(\mathbf q)=U\) stays finite as \(q\to0\), and

\[
\frac{\Delta N}{\Delta Z}\to\frac{UD}{1+UD}=\frac{2.863}{3.863}=0.741 .
\]

For a weak impurity, \(\Delta Z=0.01\), the 123-site cluster gives 0.747. A short-ranged interaction lets a net charge remain because distant sites do not feel it.

**Q:** One objection remains. In a periodic supercell I fix the number of electrons, so the total is right even if I relax only the impurity site.

**A:** It is right because the Fermi level moves. In a cell of \(M\) sites, a small shift \(\delta E_F\) adds about \(MD\,\delta E_F\) electrons. If the cell is large enough that the periodic images leave the isolated impurity's \(\Delta N\) unchanged, supplying the missing charge requires

\[
\delta E_F=\frac{\Delta Z-\Delta N}{MD}=\frac{0.411}{0.286\,M}\ \text{eV}=\frac{1.44}{M}\ \text{eV}.
\]

This is the large-cell limit, and at zero temperature it is approached slowly and unevenly: with the single-site \(v_0\), cubic cells of 64, 216 and 512 sites displace about 0.64, 0.40 and 0.60 electrons at fixed \(E_F\) instead of 0.589. The shift vanishes for a large cell, but the charge it adds does not: 0.411 electrons are spread through the host instead of screening the impurity. Correct electron counting in the cell has hidden the failure at fixed \(E_F\).

**Q:** Then my converged potential told me that one site agrees with its own charge, and nothing about the surrounding metal. I need the Lloyd charge at the host's Fermi level, followed over several cluster sizes.

**A:** Yes, with the Coulomb interaction between the relaxed sites included. The numerical check tests the Lloyd phase against level counts in a finite crystal and, for one perturbed site with the energy lifted 1 eV above the real axis (a broadened Fermi edge), against a direct sum of site charges. The model itself omits exchange and correlation, higher angular momenta and lattice relaxation, so its shell-by-shell numbers should not be carried over to a particular alloy.

## Computed values

```
hopping 1.0 eV, lattice constant 3.0 angstrom
Fermi level -1.0 eV, on-site U 10.0 eV
valence difference 1.0 electrons
nearest-neighbour Coulomb energy 4.800 eV
host filling 0.7143 electrons per site
host filling from k-point count 0.7143 electrons
host density of states D 0.2863 per eV per site, both spins
Thomas-Fermi kappa 1.385 per angstrom
site-sum check at EF + 1i eV, v = -2.5 eV:
  site sum 0.53055, Lloyd 0.53055 electrons
forced neutral single site: v0 -3.741 eV
  Lloyd charge 0.7704 electrons
columns: neighbour shells, sites, v0 (eV), impurity-site dn,
  cluster dn, Lloyd dN, dZ - dN, estimate 1/cosh (electrons)
 0   1  -2.292  0.7708  0.7708  0.5891   0.4109 1.5e-01
 1   7  -1.905  0.6506  0.9817  0.9426   0.0574 1.4e-02
 2  19  -1.893  0.6510  1.0134  0.9548   0.0452 2.1e-03
 3  27  -1.895  0.6506  1.0082  1.0159  -0.0159 8.8e-04
 4  33  -1.894  0.6501  1.0016  1.0205  -0.0205 5.1e-04
 5  57  -1.894  0.6500  0.9975  1.0303  -0.0303 9.8e-05
 6  81  -1.894  0.6500  1.0002  0.9978   0.0022 2.9e-05
 7  93  -1.894  0.6500  1.0000  0.9976   0.0024 1.7e-05
 8 123  -1.894  0.6500  0.9991  1.0185  -0.0185 5.4e-06
 9 147  -1.894  0.6500  0.9998  1.0113  -0.0113 2.5e-06
10 171  -1.894  0.6500  0.9998  1.0071  -0.0071 1.2e-06
largest cluster, first neighbour: v -0.2210 eV, dn 0.0447
v0 in hartree: single site -0.0842, largest cluster -0.0696
on-site interaction only: sites, Lloyd dN (electrons)
    1 0.5891
    7 0.7501
   33 0.7431
  123 0.7344
on-site only, dZ = 0.01: dN/dZ 0.7474
  infinite-crystal linear limit UD/(1+UD) 0.7411
```
